# Why Cu⁺ Drifts Faster Than Lighter Ar⁺ in Weak-Field Argon: a numerical check

```python
"""
Result under test: in weak-field argon at room temperature Cu+ drifts faster
than the lighter Ar+, although the polarization limit alone gives the reverse.
Resonant charge exchange raises the momentum-transfer cross-section of Ar+.

Symbols: alpha = polarizability volume of Ar; E = relative collision energy;
s = length with V(r) = -E (s/r)^4; b = impact parameter; w = (b/s)^2;
R = exchange radius: paths coming closer than R swap charge with chance 1/2;
core = radius of a reflecting hard core; K = mobility at standard density.
Lengths are in angstrom and masses in atomic mass units unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import ellipk, k1

q, kB, hbar = const.e, const.k, const.hbar
amu = const.atomic_mass
coulomb = 1 / (4 * np.pi * const.epsilon_0)
N0 = const.atm / (kB * 273.15)
M_AR, M_CU = 39.948, 63.546
ALPHA = 1.6            # rough value, cubic angstrom
R_EX = 6.0             # rough value, angstrom
T_GAS = 300.0


def reduced_mass(ion):
    return ion * M_AR / (ion + M_AR)


def s_squared(T):
    """s^2 in square angstrom at collision energy E = kT."""
    return np.sqrt(ALPHA * 1e-30 * coulomb * q**2 / (2 * kB * T)) * 1e20


def incomplete_elliptic(angle, m):
    """First-kind elliptic integral by arithmetic-geometric means."""
    a, b = np.ones_like(m), np.sqrt(1 - m)
    factor = 1.0
    for _ in range(8):
        d = a - b
        angle = 2 * angle - np.arctan(
            d * np.sin(2 * angle) / (a + b + d * np.cos(2 * angle)))
        a, b = (a + b) / 2, np.sqrt(a * b)
        factor *= 2
    return angle / (factor * a)


def deflection(w, u_core=None):
    """Deflection angle; u_core = s/core, None for a point core."""
    shape = np.shape(w)
    w = np.atleast_1d(np.asarray(w, float))
    phi = np.empty(w.shape)
    cap = w < 2
    wc, wo = w[cap], w[~cap]
    u2 = 2 / (wo + np.sqrt(wo**2 - 4))
    u1 = np.sqrt(u2)
    if u_core is None:
        phi[cap] = np.sqrt(wc) * ellipk((2 + wc) / 4)
        phi[~cap] = np.sqrt(wo) * u1 * ellipk(u2**2)
    else:
        uc = np.broadcast_to(u_core, w.shape)
        phi[cap] = 0.5 * np.sqrt(wc) * incomplete_elliptic(
            2 * np.arctan(uc[cap]), (2 + wc) / 4)
        end = np.arcsin(np.minimum(uc[~cap] / u1, 1))
        phi[~cap] = np.sqrt(wo) * u1 * incomplete_elliptic(end, u2**2)
    return (np.pi - 2 * phi).reshape(shape)


def loss_integral(w_low=0.0, u_core=None, n=1500):
    """Half the integral of 1-cos(chi) over w from w_low to infinity."""
    t = (np.arange(n) + 0.5) / n
    total = 0.0
    if w_low < 2 - 1e-9:
        gap = (2 - w_low) * np.exp(-18 * t)
        total += np.sum((1 - np.cos(deflection(2 - gap, u_core))) * gap) * 9 / n
    gap = np.exp(-18 + 25 * t)
    w = max(2.0, w_low) + gap
    total += np.sum((1 - np.cos(deflection(w, u_core))) * gap) * 12.5 / n
    return total


A = loss_integral()


def exchange_disc(s2, R):
    """Squared impact parameter below which a path comes closer than R."""
    return np.where(R**2 > s2, R**2 + s2**2 / R**2, 2 * s2)


def mobility(ion, T=T_GAS, R=None, core=None, n=1500, n_energy=100):
    """First-approximation mobility in cm2/Vs at standard density."""
    dy = 5.5 / n_energy
    y = (np.arange(n_energy) + 0.5) * dy       # y^2 = E/kT
    cross = []
    for s2 in s_squared(T) / y:
        if R is not None:
            disc = float(exchange_disc(s2, R))
            tail = loss_integral(max(2.0, disc / s2), None, n)
            cross.append(np.pi * disc + 2 * np.pi * s2 * tail)
        elif core is not None:
            loss = loss_integral(0.0, np.sqrt(s2) / core, n)
            cross.append(2 * np.pi * s2 * loss)
        else:
            cross.append(2 * np.pi * s2 * A)
    omega = np.sum(y**5 * np.exp(-y**2) * np.array(cross)) * dy * 1e-20
    mu = reduced_mass(ion) * amu
    K = 3 * q / (16 * N0) * np.sqrt(2 * np.pi / (mu * kB * T)) / omega
    return K * 1e4, omega * 1e20


def simulated_mobility(ion, R=None, core=None, seed=1, ions=100000, steps=50):
    """Mobility from velocity correlations of ions in random collisions.
    Units inside: kT = 1, argon mass = 1."""
    rng = np.random.default_rng(seed)
    m = ion / M_AR
    mu = m / (1 + m)
    s2T = s_squared(T_GAS)
    reach = 6.25                                # largest w followed
    top = reach * s2T * np.sqrt(2 / mu)
    if R is not None:
        top = max(top, np.sqrt(40 / mu) * (R**2 + s2T**2 / (20 * R**2)))
    v = rng.normal(size=(ions, 3)) / np.sqrt(m)
    start, total = v.copy(), np.zeros_like(v)
    for _ in range(steps):
        total += v
        atom = rng.normal(size=(ions, 3))
        rel = v - atom
        g = np.sqrt(np.sum(rel**2, axis=1))
        s2 = s2T / np.sqrt(0.5 * mu * g**2)
        area = reach * s2
        disc = np.zeros(ions)
        if R is not None:
            disc = exchange_disc(s2, R)
            area = np.maximum(area, disc)
        hit = rng.random(ions) < g * area / top
        b2 = rng.random(ions) * area
        u_core = None if core is None else np.sqrt(s2) / core
        chi = deflection(b2 / s2, u_core)
        unit = rel / g[:, None]
        side = rng.normal(size=(ions, 3))
        side -= np.sum(side * unit, axis=1)[:, None] * unit
        side /= np.sqrt(np.sum(side**2, axis=1))[:, None]
        new = g[:, None] * (np.cos(chi)[:, None] * unit
                            + np.sin(chi)[:, None] * side)
        centre = (m * v + atom) / (1 + m)
        after = centre + new / (1 + m)
        if R is not None:
            swap = (b2 < disc) & (rng.random(ions) < 0.5)
            other = centre - new * m / (1 + m)
            after = np.where(swap[:, None], other, after)
        v = np.where(hit[:, None], after, v)
    sample = np.sum(start * total, axis=1) / 3
    speed = np.sqrt(kB * T_GAS / (M_AR * amu))
    scale = q / (kB * T_GAS) * speed / (N0 * np.pi * top * 1e-20) * 1e4
    return scale * sample.mean(), scale * sample.std() / np.sqrt(ions)


# Deflection formula against Newton's equation (s = E = reduced mass = 1)
def newton(t, z):
    r2 = z[0]**2 + z[1]**2
    return [z[2], z[3], -4 * z[0] / r2**3, -4 * z[1] / r2**3]


def touches_core(t, z):
    return np.hypot(z[0], z[1]) - 0.7


touches_core.terminal = True
far = solve_ivp(newton, (0, 90), [-60, 1.8, np.sqrt(2), 0],
                method="DOP853", rtol=1e-9, atol=1e-10).y[:, -1]
chi_path = np.arctan2(far[3], far[2])
chi_formula = float(deflection(1.8**2))
assert abs(chi_path - chi_formula) < 1e-3
near = solve_ivp(newton, (0, 90), [-60, 1.0, np.sqrt(2), 0],
                 method="DOP853", events=touches_core, rtol=1e-9, atol=1e-10)
assert near.status == 1
end = near.y[:, -1]
swept = np.pi - np.arctan2(end[1], end[0])
assert abs(np.pi - 2 * swept - float(deflection(1.0, 1 / 0.7))) < 1e-3
# A core reached by a path that would otherwise turn outside the orbit radius
swept = 1.6 * quad(lambda u: 1 / np.sqrt(1 - 2.56 * u**2 + u**4), 0, 1 / 1.5)[0]
assert abs(np.pi - 2 * swept - float(deflection(2.56, 1 / 1.5))) < 1e-7

# Polarization limit: thermal average against constant-rate force balance
K_ar_pol, om_ar_pol = mobility(M_AR)
K_cu_pol, om_cu_pol = mobility(M_CU)
for ion, K in ((M_AR, K_ar_pol), (M_CU, K_cu_pol)):
    mu = reduced_mass(ion) * amu
    rate = 2 * np.pi * A * np.sqrt(coulomb * q**2 * ALPHA * 1e-30 / mu)
    assert abs(q / (mu * N0 * rate) * 1e4 / K - 1) < 2e-3
assert K_ar_pol > K_cu_pol

# Phase-averaged exchange cross-section against half the disc area
I_AR = 15.8                                     # rough value, eV
kappa = np.sqrt(2 * const.m_e * I_AR * q) / hbar * 1e-10
path = quad(lambda z: np.exp(-kappa * (np.hypot(R_EX, z) - R_EX)), 0, 20)[0]
path_formula = R_EX * k1(kappa * R_EX) * np.exp(kappa * R_EX)
assert abs(path / path_formula - 1) < 1e-6
db = 12.0 / 600000
b = (np.arange(600000) + 0.5) * db
cut_phase = np.exp(-np.euler_gamma) / 2
eta = cut_phase * b * k1(kappa * b) / (R_EX * k1(kappa * R_EX))
Q_phase = 2 * np.pi * np.sum(np.sin(eta)**2 * b) * db
Q_half = np.pi * R_EX**2 / 2
assert abs(Q_phase / Q_half - 1) < 0.03
R_fast = brentq(lambda r: r * k1(kappa * r)
                / (R_EX * k1(kappa * R_EX)) - 2, 3, R_EX)

# Exchange mobility, convergence and comparison with simulated collisions
K_ar, om_ar = mobility(M_AR, R=R_EX)
K_fine, _ = mobility(M_AR, R=R_EX, n=3000, n_energy=200)
assert abs(K_fine / K_ar - 1) < 2e-3
sim_ar_pol, err_ar_pol = simulated_mobility(M_AR, seed=11)
sim_cu_pol, err_cu_pol = simulated_mobility(M_CU, seed=12)
sim_ar, err_ar = simulated_mobility(M_AR, R=R_EX, core=2.5, seed=13,
                                    ions=60000, steps=35)
assert abs(sim_ar_pol - K_ar_pol) < 5 * err_ar_pol + 0.005 * K_ar_pol
assert abs(sim_cu_pol - K_cu_pol) < 5 * err_cu_pol + 0.005 * K_cu_pol
# The first approximation is a lower bound; the simulation shows its error.
assert sim_ar > K_ar - 5 * err_ar - 0.005 * K_ar
assert sim_ar < 1.08 * K_ar + 5 * err_ar
assert sim_cu_pol > sim_ar and K_cu_pol > K_ar

radii = (4.0, 5.0, 5.5, 6.5)
K_radii = [mobility(M_AR, R=r)[0] for r in radii]
assert K_cu_pol > K_radii[1]
cores = (2.0, 2.5, 3.0)
K_cores = [mobility(M_CU, core=a)[0] for a in cores]
assert min(K_cores) > K_ar
K_hot, _ = mobility(M_AR, T=500.0, R=R_EX)

# Engineering example and sizes of neglected effects
pressure, field = 1.0, 2.0                      # Torr, V/cm
N = pressure * const.torr / (kB * T_GAS)
EN = field * 100 / N * 1e21
v_ar = K_ar * N0 / N * field / 100             # m/s
v_cu = K_cu_pol * N0 / N * field / 100
v_th = np.sqrt(8 * kB * T_GAS / (np.pi * M_AR * amu))
heating = M_AR * amu * max(v_ar, v_cu)**2 / (3 * kB)
assert max(v_ar, v_cu) < 0.15 * v_th
s2_typ = s_squared(T_GAS) / np.sqrt(3)
waves = (np.sqrt(2 * reduced_mass(M_AR) * amu * 3 * kB * T_GAS) / hbar
         * np.sqrt(2 * s2_typ) * 1e-10)
assert waves > 20

print(f"Gas temperature: {T_GAS:.0f} K")
print(f"Ar polarizability, rough input: {ALPHA:.1f} A^3")
print(f"Exchange radius R, rough input: {R_EX:.1f} A")
print(f"Masses Ar, Cu: {M_AR:.3f}, {M_CU:.3f} u")
print(f"Reduced masses Ar+/Ar, Cu+/Ar: {reduced_mass(M_AR):.2f}, "
      f"{reduced_mass(M_CU):.2f} u")
print(f"Standard density N0: {N0 * 1e-6:.4e} cm^-3")
print(f"Polarization factor A: {A:.4f}")
print(f"Part of A from outside b_L: {loss_integral(2.0):.4f}")
print(f"Deflection at b=1.8s, path / formula: {chi_path:.4f} / "
      f"{chi_formula:.4f} rad")
print(f"At E=3kT: s = {np.sqrt(s2_typ):.2f} A, "
      f"b_L = {np.sqrt(2 * s2_typ):.2f} A")
print(f"At E=3kT: b_x = {np.sqrt(float(exchange_disc(s2_typ, R_EX))):.2f} A")
print(f"Omega Ar+, polarization only: {om_ar_pol:.1f} A^2")
print(f"Omega Ar+, with exchange: {om_ar:.1f} A^2")
print(f"Omega Cu+, polarization only: {om_cu_pol:.1f} A^2")
print(f"K Ar+, polarization only: {K_ar_pol:.3f} cm2/Vs")
print(f"K Cu+, polarization only: {K_cu_pol:.3f} cm2/Vs")
print(f"K Ar+, with exchange: {K_ar:.3f} cm2/Vs")
print(f"Ratio Cu+/Ar+, polarization only: {K_cu_pol / K_ar_pol:.3f}")
print(f"Ratio Cu+/Ar+, exchange in Ar+: {K_cu_pol / K_ar:.3f}")
print(f"Grid refinement shift of K Ar+: {K_fine - K_ar:.1e} cm2/Vs")
print(f"Simulated K Ar+, no exchange: {sim_ar_pol:.3f} "
      f"+- {err_ar_pol:.3f} cm2/Vs")
print(f"Simulated K Cu+: {sim_cu_pol:.3f} +- {err_cu_pol:.3f} cm2/Vs")
print(f"Simulated K Ar+, exchange and 2.5 A core: {sim_ar:.3f} "
      f"+- {err_ar:.3f} cm2/Vs")
print(f"Simulation / first approximation: {sim_ar / K_ar:.3f}")
print(f"Ar ionization energy, rough input: {I_AR:.1f} eV")
print(f"Exchange decay constant: {kappa:.3f} A^-1")
print(f"Cutoff phase: {cut_phase:.4f} rad")
print(f"Q_ex, phase integral / half disc: {Q_phase:.2f} / {Q_half:.2f} A^2")
print(f"R after doubling collision speed: {R_fast:.2f} A")
for r, K in zip(radii, K_radii):
    print(f"K Ar+ for R = {r:.1f} A: {K:.3f} cm2/Vs")
for a, K in zip(cores, K_cores):
    print(f"K Cu+ for hard core {a:.1f} A: {K:.3f} cm2/Vs")
print(f"K Ar+ with exchange at 500 K: {K_hot:.3f} cm2/Vs")
print(f"Cu+ exchange cost 8 eV (rough) / kT: {8 * q / (kB * T_GAS):.0f}")
print(f"Example: {pressure:.0f} Torr, {field:.0f} V/cm, E/N = {EN:.2f} Td")
print(f"Mobility at 1 Torr, Ar+ / Cu+: {K_ar * N0 / N:.0f} / "
      f"{K_cu_pol * N0 / N:.0f} cm2/Vs")
print(f"Drift speed Ar+ / Cu+: {v_ar:.1f} / {v_cu:.1f} m/s")
print(f"Mean thermal speed of Ar: {v_th:.0f} m/s")
print(f"Largest field heating of collisions: {heating:.2f} K")
print(f"Partial waves up to b_L at 3kT: {waves:.0f}")
print(f"Same field at 10 mTorr: E/N = {100 * EN:.0f} Td")
print(f"Weak-field Ar+ drift there / thermal speed: {100 * v_ar / v_th:.1f}")
print("tests ok")
```

Printed output:

```
Gas temperature: 300 K
Ar polarizability, rough input: 1.6 A^3
Exchange radius R, rough input: 6.0 A
Masses Ar, Cu: 39.948, 63.546 u
Reduced masses Ar+/Ar, Cu+/Ar: 19.97, 24.53 u
Standard density N0: 2.6868e+19 cm^-3
Polarization factor A: 1.1051
Part of A from outside b_L: 0.2073
Deflection at b=1.8s, path / formula: -0.2886 / -0.2886 rad
At E=3kT: s = 3.49 A, b_L = 4.94 A
At E=3kT: b_x = 6.33 A
Omega Ar+, polarization only: 97.4 A^2
Omega Ar+, with exchange: 136.4 A^2
Omega Cu+, polarization only: 97.4 A^2
K Ar+, polarization only: 2.454 cm2/Vs
K Cu+, polarization only: 2.215 cm2/Vs
K Ar+, with exchange: 1.753 cm2/Vs
Ratio Cu+/Ar+, polarization only: 0.902
Ratio Cu+/Ar+, exchange in Ar+: 1.263
Grid refinement shift of K Ar+: 1.2e-07 cm2/Vs
Simulated K Ar+, no exchange: 2.457 +- 0.018 cm2/Vs
Simulated K Cu+: 2.204 +- 0.014 cm2/Vs
Simulated K Ar+, exchange and 2.5 A core: 1.803 +- 0.015 cm2/Vs
Simulation / first approximation: 1.028
Ar ionization energy, rough input: 15.8 eV
Exchange decay constant: 2.036 A^-1
Cutoff phase: 0.2807 rad
Q_ex, phase integral / half disc: 56.22 / 56.55 A^2
R after doubling collision speed: 5.65 A
K Ar+ for R = 4.0 A: 2.248 cm2/Vs
K Ar+ for R = 5.0 A: 2.091 cm2/Vs
K Ar+ for R = 5.5 A: 1.933 cm2/Vs
K Ar+ for R = 6.5 A: 1.574 cm2/Vs
K Cu+ for hard core 2.0 A: 2.446 cm2/Vs
K Cu+ for hard core 2.5 A: 2.499 cm2/Vs
K Cu+ for hard core 3.0 A: 2.539 cm2/Vs
K Ar+ with exchange at 500 K: 1.466 cm2/Vs
Cu+ exchange cost 8 eV (rough) / kT: 309
Example: 1 Torr, 2 V/cm, E/N = 6.21 Td
Mobility at 1 Torr, Ar+ / Cu+: 1464 / 1849 cm2/Vs
Drift speed Ar+ / Cu+: 29.3 / 37.0 m/s
Mean thermal speed of Ar: 399 m/s
Largest field heating of collisions: 2.19 K
Partial waves up to b_L at 3kT: 134
Same field at 10 mTorr: E/N = 621 Td
Weak-field Ar+ drift there / thermal speed: 7.3
tests ok
```
